\section*{Real Bloch orbitals at the time-reversal-invariant points of a supercell, part 1}

(Sections cited here and not found follow in the second part.)

\section{The problem}

Hartree atomic units are used. A supercell has lattice vectors $\mathbf A_1,\mathbf A_2,\mathbf A_3$, volume $\Omega$ and reciprocal vectors $\mathbf B_i$ with $\mathbf A_i\cdot\mathbf B_j=2\pi\delta_{ij}$. A lattice translation is written $\mathbf T$ and a reciprocal lattice vector $\mathbf G=\sum_i m_i\mathbf B_i$ with integer $m_i$. The one-electron Hamiltonian of one collinear spin channel is
\begin{equation}
(H\psi)(\mathbf r)=-\tfrac12\nabla^2\psi(\mathbf r)+V(\mathbf r)\psi(\mathbf r)+\int d^3r'\,V_{\rm NL}(\mathbf r,\mathbf r')\psi(\mathbf r'),
\label{eq:H}
\end{equation}
where $V$ and the symmetric kernel $V_{\rm NL}$ are real and unchanged when all arguments are shifted by the same $\mathbf T$. There is no spin-orbit term and no vector potential. Orbitals of wave vector $\mathbf K$ are expanded in plane waves,
\begin{equation}
\psi(\mathbf r)=e^{i\mathbf K\cdot\mathbf r}u(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c(\mathbf G)\,e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf K+\mathbf G,\qquad \tfrac12q^2\le E_{\rm cut},
\label{eq:pw}
\end{equation}
with $u$ periodic. The basis holds $N$ plane waves, and $H$ is diagonalized within it.

\begin{enumerate}
\item[(a)] Find the wave vectors $\mathbf K$ that are equivalent to $-\mathbf K$. At these points, which function can be chosen real, and what does this say about $u$? Degenerate levels are to be included.
\item[(b)] Which relation between the coefficients $c(\mathbf G)$ follows, how many real numbers does one orbital need, and what is saved in the Hamiltonian matrix, in an overlap and in a Fourier transform?
\item[(c)] The supercell consists of $N_1\times N_2\times N_3$ primitive cells of a perfect crystal. How are the real orbitals related to the Bloch states of the primitive cell?
\item[(d)] Evaluate the counts for a triclinic model crystal in a $3\times2\times1$ supercell, specified in the section on the model.
\end{enumerate}

\section{A tempting solution}

The Hamiltonian is real, so the complex conjugate of $H\psi=\varepsilon\psi$ is $H\psi^*=\varepsilon\psi^*$. The function $\psi^*=e^{-i\mathbf K\cdot\mathbf r}u^*$ is a Bloch function at $-\mathbf K$, which gives $u_{-\mathbf K}=u_{\mathbf K}^*$. At a time-reversal-invariant point $-\mathbf K$ and $\mathbf K$ are the same point of the zone, so $u_{-\mathbf K}$ and $u_{\mathbf K}$ describe the same state and differ by a constant phase. That phase can be absorbed, and $u_{\mathbf K}$ is real. The Fourier coefficients of a real periodic function obey
\begin{equation}
c(-\mathbf G)=c(\mathbf G)^*\qquad\text{(claimed)}.
\label{eq:wrong}
\end{equation}
The vector $\mathbf G=0$ is its own partner, so $c(0)$ is real, and the other $N-1$ vectors form pairs. One therefore stores $(N+1)/2$ coefficients, one of them real, at every time-reversal-invariant point.

\section{Where it fails}

The count cannot be right as it stands. It needs $N$ odd. In the model below the basis at $\mathbf K=\mathbf B_1/2$ has $N=296$, and $(N+1)/2=148.5$ is not a number of coefficients. The relation \eqref{eq:wrong} does not even map the basis onto itself. The basis contains the $\mathbf G$ with $|\mathbf K+\mathbf G|\le q_{\max}=\sqrt{2E_{\rm cut}}$, a sphere centred at $\mathbf G=-\mathbf K$, while $\mathbf G\to-\mathbf G$ is the reflection through $\mathbf G=0$, which moves the centre to $+\mathbf K$.

The claim that $u$ is real can also be refuted directly. For a local potential, $\nabla(e^{i\mathbf K\cdot\mathbf r}u)=e^{i\mathbf K\cdot\mathbf r}(\nabla+i\mathbf K)u$ applied twice turns the eigenvalue equation into
\begin{equation}
-\tfrac12\nabla^2u-i\,\mathbf K\cdot\nabla u+\tfrac12K^2u+Vu=\varepsilon u .
\end{equation}
For real $u$ every term is real except the second, so the imaginary part demands $\mathbf K\cdot\nabla u=0$. Then $u$ and $\nabla^2u$ are constant along $\mathbf K$, and the real part gives $V=\varepsilon-\tfrac12K^2+\nabla^2u/(2u)$, which is constant along $\mathbf K$ wherever $u\ne0$. A potential that varies along $\mathbf K$ has no eigenstate with real $u$ at $\mathbf K\neq0$.

The first fault lies in the step from the same point of the zone to the same $u$ up to a constant phase. The vectors $\mathbf K$ and $-\mathbf K$ are equivalent but not equal: $-\mathbf K=\mathbf K-\mathbf G_0$ with a reciprocal vector $\mathbf G_0=2\mathbf K$. What equivalent wave vectors share is the Bloch function $\psi$. The periodic part depends on which exponential is split off. Writing one $\psi$ in both ways,
\begin{equation}
e^{i\mathbf K\cdot\mathbf r}u_{\mathbf K}=e^{-i\mathbf K\cdot\mathbf r}u_{-\mathbf K}
\quad\Rightarrow\quad u_{-\mathbf K}=e^{i\mathbf G_0\cdot\mathbf r}u_{\mathbf K},
\end{equation}
and the factor between the two is a function of position. It was treated as a constant, which it is only for $\mathbf G_0=0$. With the factor kept, $u_{-\mathbf K}=u_{\mathbf K}^*$ becomes $u^*=e^{i\mathbf G_0\cdot\mathbf r}u$.

The second fault is independent of the first. Two eigenfunctions with the same energy and wave vector are proportional only if the level is nondegenerate. Free electrons at $\mathbf K=\mathbf B_1/2$ show both faults. The waves $e^{\pm i\mathbf K\cdot\mathbf r}$ are degenerate and belong to the same class of wave vectors; conjugation exchanges them, so neither is proportional to its conjugate. The combination $\psi=\cos\mathbf K\cdot\mathbf r$ is real, and its periodic part $u=\tfrac12(1+e^{-i\mathbf B_1\cdot\mathbf r})$ is complex and pairs $\mathbf G=0$ with $\mathbf G=-\mathbf B_1$. In a supercell degeneracy cannot be set aside: at four of the eight points of the model below every level is twofold.

\section{The eight points and the conjugation map}

Write $\mathbf K=\sum_i\kappa_i\mathbf B_i$. Equivalence of $\mathbf K$ and $-\mathbf K$ means that $2\mathbf K$ is a reciprocal vector, so each $2\kappa_i$ is an integer. Adding an integer to $\kappa_i$ gives an equivalent point, which leaves $\kappa_i=0$ or $\tfrac12$ and $2^3=8$ classes:
\begin{equation}
\mathbf K=\tfrac12\mathbf G_0,\qquad \mathbf G_0=\sum_in_i\mathbf B_i,\qquad n_i\in\{0,1\}.
\end{equation}
Since $e^{i\mathbf K\cdot\mathbf A_i}=e^{i\pi n_i}$, the boundary condition is
\begin{equation}
\psi(\mathbf r+\mathbf A_i)=(-1)^{n_i}\psi(\mathbf r),
\label{eq:bc}
\end{equation}
periodic or antiperiodic along each vector. The factors are real, so $\psi^*$ obeys the same condition as $\psi$. These points are also the only candidates. If $e^{i\theta}\psi$ is real for some constant $\theta$, then at a point where $\psi\ne0$ the ratio $\psi(\mathbf r+\mathbf T)/\psi(\mathbf r)=e^{i\mathbf K\cdot\mathbf T}$ is real. A real number of unit modulus is $\pm1$, and $e^{2\pi i\kappa_i}=\pm1$ makes $2\kappa_i$ an integer.

The coefficients of $\psi^*$ follow from conjugating \eqref{eq:pw}. The exponent becomes $-\mathbf K-\mathbf G$, and $-\mathbf K=\mathbf K-\mathbf G_0$ gives $-\mathbf K-\mathbf G=\mathbf K+\mathbf G'$ with $\mathbf G'=-\mathbf G-\mathbf G_0$. Solving for $\mathbf G=-\mathbf G'-\mathbf G_0$ and relabelling the sum,
\begin{equation}
\psi^*=\Omega^{-1/2}\sum_{\mathbf G'}c(-\mathbf G'-\mathbf G_0)^*\,e^{i(\mathbf K+\mathbf G')\cdot\mathbf r}.
\label{eq:conj}
\end{equation}
The partner of $\mathbf G$ is $\bar{\mathbf G}=-\mathbf G-\mathbf G_0$. In terms of $\mathbf q$ the map is $\mathbf q\to-\mathbf q$, which keeps $q^2$ and so maps the cutoff sphere onto itself. With coefficients labelled by $\mathbf q$, conjugation is the antilinear map $(\Theta c)(\mathbf q)=c(-\mathbf q)^*$ on the $N$-dimensional space, with $\Theta^2=1$. The plane waves are orthonormal over the cell, because $\mathbf q-\mathbf q'$ is a reciprocal vector, so the expansion is unique and
\begin{equation}
\psi\ \text{real}\quad\Longleftrightarrow\quad c(-\mathbf G-\mathbf G_0)=c(\mathbf G)^*\ \text{ for all }\mathbf G .
\label{eq:constraint}
\end{equation}

The truncated matrix must be shown to respect $\Theta$. With $e_{\mathbf q}=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}$,
\begin{align}
h(\mathbf q,\mathbf q')=\langle e_{\mathbf q}|H|e_{\mathbf q'}\rangle={}&\tfrac12q^2\delta_{\mathbf q\mathbf q'}+\frac1\Omega\int_\Omega d^3r\,e^{-i\mathbf q\cdot\mathbf r}V(\mathbf r)e^{i\mathbf q'\cdot\mathbf r}\nonumber\\
&+\frac1\Omega\int_\Omega d^3r\int d^3r'\,e^{-i\mathbf q\cdot\mathbf r}V_{\rm NL}(\mathbf r,\mathbf r')e^{i\mathbf q'\cdot\mathbf r'} .
\end{align}
Conjugation leaves $V$ and $V_{\rm NL}$ alone and flips the sign of both exponents, and the kinetic term is real and even in $\mathbf q$. Hence
\begin{equation}
h(-\mathbf q,-\mathbf q')=h(\mathbf q,\mathbf q')^*.
\label{eq:hsym}
\end{equation}
Let $\sum_{\mathbf q'}h(\mathbf q,\mathbf q')c(\mathbf q')=\varepsilon c(\mathbf q)$. Then
\begin{align}
\sum_{\mathbf q'}h(\mathbf q,\mathbf q')\,c(-\mathbf q')^*&=\Big[\sum_{\mathbf q'}h(-\mathbf q,-\mathbf q')\,c(-\mathbf q')\Big]^*\nonumber\\
&=\big[\varepsilon\,c(-\mathbf q)\big]^*=\varepsilon\,c(-\mathbf q)^* .
\end{align}
The first step is \eqref{eq:hsym}, the second uses that $-\mathbf q'$ runs over the whole basis when $\mathbf q'$ does, and the third that $\varepsilon$ is real. So $\Theta$ maps each eigenspace of the truncated problem into itself, at any cutoff.

\section{Real orbitals}

\subsection{Nondegenerate level}

The eigenspace is one-dimensional, so $\psi^*=M\psi$ with a constant $M$. Taking the product with the normalized $\psi$ and using \eqref{eq:conj},
\begin{equation}
M=\langle\psi|\psi^*\rangle=\sum_{\mathbf G}c(\mathbf G)^*\,c(-\mathbf G-\mathbf G_0)^* .
\label{eq:M}
\end{equation}
Since $\psi^*$ and $\psi$ have the same norm, $|M|=1$ and $M=e^{i\alpha}$. The function $\phi=e^{i\alpha/2}\psi$ satisfies $\phi^*=e^{-i\alpha/2}\psi^*=e^{-i\alpha/2}e^{i\alpha}\psi=\phi$, so it is real. Only its sign remains free. Conversely, if $\psi=e^{-i\theta}\phi$ with $\phi$ real and normalized, then $M=e^{2i\theta}\int\phi^2=e^{2i\theta}$. A value $|M|<1$ therefore proves that no constant phase makes the function real.

\subsection{Degenerate level}

Let $\psi_1,\dots,\psi_d$ be an orthonormal basis of an eigenspace $\mathcal E$. Because $\psi_a^*\in\mathcal E$, the $2d$ real functions
\begin{equation}
R_a=\tfrac12(\psi_a+\psi_a^*),\qquad R_{d+a}=\tfrac1{2i}(\psi_a-\psi_a^*)
\end{equation}
lie in $\mathcal E$. They span it over the complex numbers, since $\psi_a=R_a+iR_{d+a}$. A spanning set of a $d$-dimensional space contains $d$ independent members. Apply Gram-Schmidt orthogonalization to them. The overlap of two real functions is real, so each subtraction and each normalization uses real coefficients, and the result is an orthonormal basis $\phi_1,\dots,\phi_d$ of real functions. It is fixed up to a real orthogonal $d\times d$ matrix.

Once existence is known, a construction follows that needs no selection of members. Expand $\psi_a=\sum_bU_{ab}\phi_b$ with $U=X+iY$ unitary and $X,Y$ real. Then $R_a=\sum_bX_{ab}\phi_b$ and $R_{d+a}=\sum_bY_{ab}\phi_b$, that is $R_\mu=\sum_bW_{\mu b}\phi_b$ with $W$ the $2d\times d$ matrix that stacks $X$ on $Y$. The real part of $U^\dagger U=(X^T-iY^T)(X+iY)=1$ is $X^TX+Y^TY=1$, which says $W^TW=1_d$. The Gram matrix $S_{\mu\nu}=\langle R_\mu|R_\nu\rangle=(WW^T)_{\mu\nu}$ obeys
\begin{equation}
S^2=W(W^TW)W^T=S,\qquad \operatorname{tr}S=\operatorname{tr}W^TW=d ,
\end{equation}
so it has $d$ eigenvalues 1 and $d$ eigenvalues 0. For orthonormal real eigenvectors $w^{(b)}$ of eigenvalue 1, the functions $\sum_\mu w^{(b)}_\mu R_\mu$ are real, lie in $\mathcal E$, and have overlaps $w^{(b)T}Sw^{(b')}=\delta_{bb'}$.

\subsection{The periodic part}

The answer to (a) is that the Bloch orbital $\psi$ itself can be chosen real at the eight points, for every level. Its periodic part is
\begin{equation}
u(\mathbf r)=e^{-i\mathbf G_0\cdot\mathbf r/2}\,\phi(\mathbf r),\qquad \phi\ \text{real},
\end{equation}
real up to a phase function that is fixed by the point and is the same for all bands. The real factor changes sign across the supercell along each direction with $n_i=1$, the phase function does so too, and the product is periodic. At $\mathbf K=0$ the phase function is 1 and \eqref{eq:constraint} reduces to \eqref{eq:wrong}; the tempting constraint is right at that point alone.

In a self-consistent calculation the assumption on $H$ needs a check. An exchange-correlation potential derived from a functional of the spin densities and their gradients is a real function for each collinear spin channel. The Fock exchange kernel of Hartree-Fock or hybrid-functional theory contains the density matrix $\sum_af_a\psi_a(\mathbf r)\psi_a^*(\mathbf r')$, which is real when the occupied set is closed under conjugation with equal occupations $f_a$. Real orbitals give a real kernel, whose eigenfunctions can again be chosen real, so the self-consistency iteration stays within real orbitals, but a solution that occupies one complex member of a degenerate pair lies outside the constrained space.

\section{Counting}

The partner map is its own inverse, so the basis splits into pairs and fixed points. A fixed point has $\mathbf q=-\mathbf q$, so $\mathbf q=0$ and $m_i+n_i/2=0$ for all $i$. With integer $m_i$ this requires all $n_i=0$. There is exactly one fixed point at $\mathbf K=0$ and none at the other seven points. If $P$ is the number of pairs,
\begin{align}
\mathbf K=0:&\quad N=2P+1,\quad P=(N-1)/2,\\
\mathbf K\neq0:&\quad N=2P,\quad P=N/2 .
\end{align}
In a pair, \eqref{eq:constraint} leaves $c(\mathbf q)$ free and fixes $c(-\mathbf q)$: two real numbers. At the fixed point it reads $c(0)=c(0)^*$: one real number. The totals are $2P+1=N$ at $\mathbf K=0$ and $2P=N$ elsewhere, against $2N$ for an unconstrained complex orbital. The saving is exactly one half at all eight points. It remains one half if redundancies are removed on both sides: a normalized complex vector modulo its phase has $2N-2$ parameters, and a normalized real one has $N-1$.

A half set $\mathcal H$ with one member of each pair is fixed by the integers $2m_i+n_i$, which change sign under the partner map: $\mathcal H$ holds the vectors whose first nonzero $2m_i+n_i$ is positive.

The size of $N$ is estimated by dividing the sphere volume by the reciprocal cell volume,
\begin{equation}
N\approx\frac{\tfrac{4\pi}3q_{\max}^3}{(2\pi)^3/\Omega}=\frac{\Omega\,(2E_{\rm cut})^{3/2}}{6\pi^2},
\label{eq:Nest}
\end{equation}
which becomes accurate when $q_{\max}$ is large against the $|\mathbf B_i|$.

\section{The real matrix, overlaps and transforms}

For $\mathbf q\in\mathcal H$ define
\begin{equation}
C_{\mathbf q}=\frac{e_{\mathbf q}+e_{-\mathbf q}}{\sqrt2}=\sqrt{\frac2\Omega}\cos\mathbf q\cdot\mathbf r,\qquad
S_{\mathbf q}=\frac{e_{\mathbf q}-e_{-\mathbf q}}{i\sqrt2}=\sqrt{\frac2\Omega}\sin\mathbf q\cdot\mathbf r .
\end{equation}
The change of basis is unitary within each pair, so these functions, together with the constant $e_0$ at $\mathbf K=0$, are $N$ orthonormal real functions. A term $aC_{\mathbf q}+bS_{\mathbf q}$ with real $a,b$ has the coefficient $a/\sqrt2+b/(i\sqrt2)$ on $e_{\mathbf q}$, so
\begin{equation}
c(\mathbf q)=\frac{a-ib}{\sqrt2},\qquad c(-\mathbf q)=\frac{a+ib}{\sqrt2},
\label{eq:ab}
\end{equation}
in agreement with \eqref{eq:constraint}.

Abbreviate $h_+=h(\mathbf q,\mathbf q')$ and $h_-=h(\mathbf q,-\mathbf q')$. By \eqref{eq:hsym}, $h(-\mathbf q,-\mathbf q')=h_+^*$ and $h(-\mathbf q,\mathbf q')=h_-^*$. The ket $S$ carries the factor $1/i$ and the bra its conjugate $i$. Expanding each element into four terms,
\begin{align}
\langle C_{\mathbf q}|H|C_{\mathbf q'}\rangle&=\tfrac12\,[h_++h_-+h_-^*+h_+^*]=\operatorname{Re}[h_++h_-],\label{eq:cc}\\
\langle S_{\mathbf q}|H|S_{\mathbf q'}\rangle&=\tfrac12\,i\cdot\tfrac1i\,[h_+-h_--h_-^*+h_+^*]=\operatorname{Re}[h_+-h_-],\\
\langle C_{\mathbf q}|H|S_{\mathbf q'}\rangle&=\tfrac1{2i}[h_+-h_-+h_-^*-h_+^*]=\operatorname{Im}[h_+-h_-],
\end{align}
where the last line uses $z-z^*=2i\operatorname{Im}z$. At $\mathbf K=0$, with $h_0=h(0,\mathbf q')$ and $h(0,-\mathbf q')=h_0^*$,
\begin{align}
\langle e_0|H|C_{\mathbf q'}\rangle&=\frac{h_0+h_0^*}{\sqrt2}=\sqrt2\operatorname{Re}h_0,\\
\langle e_0|H|S_{\mathbf q'}\rangle&=\frac{h_0-h_0^*}{i\sqrt2}=\sqrt2\operatorname{Im}h_0,\label{eq:zs}
\end{align}
and $h(0,0)$ is real. All elements are real. A Hermitian matrix with real elements is symmetric, so the $SC$ block is the transpose of the $CS$ block. The matrix keeps its dimension $N$; the symmetry does not split it into blocks, because $\Theta$ is antilinear and multiplying an orbital with $\Theta\phi=\phi$ by $i$ gives one with $\Theta(i\phi)=-i\phi$, so the sign labels no separate sector. What is halved is the storage, from $2N^2$ to $N^2$ real numbers for a full array.

For two real orbitals, the terms $\mathbf q$ and $-\mathbf q$ of the overlap are conjugates, $c_1(-\mathbf q)^*c_2(-\mathbf q)=c_1(\mathbf q)c_2(\mathbf q)^*$, and therefore
\begin{equation}
\langle\psi_1|\psi_2\rangle=2\operatorname{Re}\sum_{\mathbf q\in\mathcal H}c_1(\mathbf q)^*c_2(\mathbf q)+c_1(0)c_2(0),
\label{eq:ov}
\end{equation}
with the last term present at $\mathbf K=0$ only and counted once. By \eqref{eq:ab}, $2\operatorname{Re}c_1^*c_2=\operatorname{Re}(a_1+ib_1)(a_2-ib_2)=a_1a_2+b_1b_2$. The overlap costs two real multiplications per pair and one for the fixed point, $N$ in total. The unconstrained sum has $N$ complex products of four real multiplications each. The factor of four is a factor two from halving the terms and a factor two from needing only the real part.

One complex Fourier transform carries two real orbitals. The array $f=c_1+ic_2$, filled on the full sphere, represents $\psi_1+i\psi_2$. The transform over $\mathbf G$ yields the periodic part, and multiplication by $e^{i\mathbf K\cdot\mathbf r}$ on the grid yields a function whose real part is $\psi_1$ and whose imaginary part is $\psi_2$. For the way back, \eqref{eq:constraint} gives $f(\bar{\mathbf G})^*=c_1(\bar{\mathbf G})^*-ic_2(\bar{\mathbf G})^*=c_1(\mathbf G)-ic_2(\mathbf G)$, and adding and subtracting,
\begin{equation}
c_1(\mathbf G)=\frac{f(\mathbf G)+f(\bar{\mathbf G})^*}2,\qquad c_2(\mathbf G)=\frac{f(\mathbf G)-f(\bar{\mathbf G})^*}{2i}.
\label{eq:fft}
\end{equation}
The number of transforms is halved.

At the eight time-reversal-invariant points the Bloch orbitals themselves can be chosen real for every level, which halves the real numbers per orbital, the matrix storage and the number of Fourier transforms, and cuts the multiplications in an overlap by a factor of four. What remains is the relation of these orbitals to the Bloch states of the primitive cell, the counts for the model crystal, and the limits of the result.
